# Convergence of MP2 and RPA correlation energies with the response cutoff: a numerical check

```python
# Result under test (Hartree atomic units). With a response cutoff |G| < Gc, Ecut = Gc^2/2,
# the missing correlation energy dE = E(inf) - E(Gc) obeys
#   RPA, direct MP2: dE -> -(4/3) int n^2 / Gc^3 ;  full MP2: n^2 -> 2 n_up n_down,
# because pair amplitudes fall as -4 pi/q^4 (Fourier transform of the cusp r12/2).
# Uniform gas (density n, Fermi momentum kF, p = k_i - k_j, volume V):
#   direct dE/V = -(4/3) n^2/Gc^3 [1 + (6/25) kF^2/Gc^2], third-order ring +32 pi n^3/(7 Gc^7),
#   exchange dE/V = sum_spin n_s^2 [4/(3 Gc^3) + <p>/Gc^4], <p> = 36 kF/35.
# Singlet pair in a harmonic trap of frequency w (second-order doubles):
#   dE = -(8/3)(w/2pi)^(3/2)/Gc^3 [1 + (3/2) sqrt(2w/pi)/Gc].
import numpy as np
from scipy.special import gammainc, gammaincc, sici, eval_genlaguerre
from scipy.integrate import quad
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
HA = physical_constants['Hartree energy in eV'][0]

def gl(a, b, n, panels=1):
    x, w = np.polynomial.legendre.leggauss(n)
    e = np.linspace(a, b, panels + 1)
    h = 0.5 * np.diff(e)[:, None]
    return (e[:-1, None] + h * (x + 1)).ravel(), (h * w).ravel()

def show(label, value, unit, fmt='.6g'):
    print(f"{label} = {value:{fmt}} {unit}")

# ---- cusp: inverse transform of -4 pi/q^4 is r/2
r0, A = 1.3, 20.0
q, wq = gl(0, A, 12, 20)
inner = np.sum(wq * (1 - np.sin(q * r0) / (q * r0)) / q**2)
outer = 1 / A - quad(lambda s: 1 / (r0 * s**3), A, np.inf, weight='sin', wvar=r0)[0]
slope = 2 / pi * (inner + outer) / r0
assert abs(slope - 0.5) < 1e-7
show("cusp slope from inverse transform", slope, "1/bohr", '.7f')

# ---- uniform gas
rs = 2.0
n = 3 / (4 * pi * rs**3)
kF = (3 * pi**2 * n)**(1 / 3)
kk, wk = gl(0, kF, 20)

def chi_closed(q, om):
    z, u = q / (2 * kF), om / (q * kF)
    return -kF / (2 * pi**2) * (1 + (1 - z * z + u * u) / (4 * z) * np.log1p(4 * z / ((1 - z)**2 + u * u))
                                - u * (np.arctan2(1 + z, u) + np.arctan2(1 - z, u)))

def chi_radial(q, om):
    q, om = q[..., None], om[..., None]
    e = q * q / 2
    ang = np.log1p(4 * e * q * kk / ((e - q * kk)**2 + om**2)) / (2 * q * kk)
    return -np.sum(wk * kk**2 * ang, axis=-1) / pi**2

def chi(q, om):
    q, om = np.broadcast_arrays(q, om)
    use_closed = (om / (q * kF) < 2) & (q < 6 * kF)
    return np.where(use_closed, chi_closed(q, om), chi_radial(q, om))

mu, wmu = gl(-1, 1, 40)
for z, u in [(0.7, 1.5), (2.5, 0.3), (4.0, 3.0)]:
    qq = 2 * kF * z
    om = u * qq * kF
    gap = qq**2 / 2 + qq * kk[:, None] * mu
    ref = -np.sum(wk[:, None] * wmu * kk[:, None]**2 * gap / (gap**2 + om**2)) / pi**2
    assert abs(chi_closed(qq, om) / ref - 1) < 1e-9
    assert abs(float(chi(np.array(qq), np.array(om))) / ref - 1) < 1e-9

def rings(x, kind):
    if kind == 'second':
        return -x * x / 2
    higher = np.where(abs(x) < 0.02, -sum(x**j / j for j in range(3, 12)), np.log1p(-x) + x + x * x / 2)
    if kind == 'higher':
        return higher
    return np.where(abs(x) < 0.02, higher - x * x / 2, np.log1p(-x) + x)

def ring_tail(G, kind='all'):          # per electron, q > G
    t, wt = gl(0, 1, 24)
    th, wth = gl(0, pi / 2, 40)
    q = (G / t)[:, None]
    x = 4 * pi / q**2 * chi(q, q * q / 2 * np.tan(th))
    freq = np.sum(rings(x, kind) * wth * q * q / 2 / np.cos(th)**2, axis=1) / (2 * pi)
    return np.sum(wt * G / t**2 * q[:, 0]**2 * freq) / (2 * pi**2 * n)

def rpa_below(G):                      # per electron, q < G
    y = np.linspace(np.log(1e-7), np.log(1e4), 300)
    om = np.exp(y)
    total = 0.0
    for a, b in [(0, 0.2 * kF), (0.2 * kF, 2 * kF), (2 * kF, G)]:
        q, wq = gl(a, b, 40)
        x = 4 * pi / q[:, None]**2 * chi(q[:, None], om)
        freq = np.sum(rings(x, 'all') * om, axis=1) * (y[1] - y[0]) / (2 * pi)
        total += np.sum(wq * q * q * freq)
    return total / (2 * pi**2 * n)

def pair_tails(G):   # pair averages of int d^3q/(2pi)^3 v v/Delta (D) and v v'/Delta (X) over lost terms
    p, wp = gl(0, 2 * kF, 20)
    s = p / (2 * kF)
    wp = (wp * 3 * p * p / kF**3 * (1 - 1.5 * s + 0.5 * s**3))[:, None, None]
    p = p[:, None, None]
    t, wt = gl(0, 1, 24)
    m, wm = gl(0, 1, 20)
    m, wm = m[None, :, None], wm[None, :, None]
    q = G / t
    inv = 0.5 * (1 / (q * q + q * p * m) + 1 / (q * q - q * p * m))
    D = np.sum(wp * wm * wt * G / t**2 * 8 / q**2 * inv)
    k0 = -p * m / 2 + np.sqrt(G * G - p * p * (1 - m * m) / 4)
    k = k0 / t
    X = np.sum(wp * wm * wt * k0 / t**2 * 8 * k * k
               / (((k * k + p * p / 4)**2 - (k * p * m)**2) * (k * k - p * p / 4)))
    return D, X

rng = np.random.default_rng(1)
M = 1000000
def unit():
    v = rng.normal(size=(M, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]
ki = unit() * kF * rng.random((M, 1))**(1 / 3)
kj = unit() * kF * rng.random((M, 1))**(1 / 3)
Gm, q0 = 4 * kF, 2 * kF
qa = q0 * (1 - rng.random(M))**(-1 / 3)
qv = unit() * qa[:, None]
ea, eb = 0.5 * np.sum((ki + qv)**2, 1), 0.5 * np.sum((kj - qv)**2, 1)
den = ea + eb - 0.5 * np.sum(ki**2, 1) - 0.5 * np.sum(kj**2, 1)
qx = np.linalg.norm(ki + qv - kj, axis=1)
wgt = ((ea > kF**2 / 2) & (eb > kF**2 / 2)) * qa**6 / (3 * q0**3) * 8 / den
sD, sX = wgt / qa**4 * (qa > Gm), wgt / (qa * qx)**2 * (np.maximum(qa, qx) > Gm)
D4, X4 = pair_tails(Gm)
assert abs(sD.mean() - D4) < 4 * sD.std() / M**0.5
assert abs(sX.mean() - X4) < 4 * sX.std() / M**0.5
pabs = np.linalg.norm(ki - kj, axis=1)
assert abs(pabs.mean() / kF - 36 / 35) < 2e-3 and abs((pabs**2).mean() / kF**2 - 1.2) < 4e-3
assert abs(ring_tail(Gm, 'second') / (-0.5 * n * D4) - 1) < 1e-8
show("gas rs", rs, "bohr"); show("gas n", n, "bohr^-3"); show("gas kF", kF, "1/bohr")
print(f"Gc=4kF: Monte Carlo/quadrature direct {sD.mean()/D4:.4f}, exchange {sX.mean()/X4:.4f} (ratios)")
print(f"Monte Carlo <p>/kF = {pabs.mean()/kF:.4f}, <p^2>/kF^2 = {(pabs**2).mean()/kF**2:.4f}")

G = 40 * kF
ratio = ring_tail(G) / (-4 / 3 * n / G**3)
c2 = (ratio - 1) * 40**2
expo = np.log(ring_tail(2 * G) / ring_tail(G)) / np.log(4)
assert abs(ratio - 1) < 3e-4 and abs(c2 / 0.24 - 1) < 0.01 and abs(expo + 1.5) < 1e-3
r3 = ring_tail(G, 'higher') / (32 * pi * n * n / (7 * G**7))
assert abs(r3 - 1) < 0.01
show("Gc=40kF RPA tail / leading law", ratio, "(ratio)", '.6f')
show("  kF^2/Gc^2 coefficient (theory 6/25)", c2, "(number)", '.4f')
show("  exponent in Ecut", expo, "(number)", '.4f')
show("  higher rings / third-order law", r3, "(ratio)", '.4f')
G = 400 * kF
(Da, Xa), (Db, Xb) = pair_tails(G), pair_tails(2 * G)
mp2_ratio = (-0.5 * Da + 0.25 * Xa) / (-2 / 3 / G**3)
shell = (Xa - Da) / 2 * G**4 / (36 / 35 * kF)
expo_same = np.log((Xb - Db) / (Xa - Da)) / np.log(4)
assert abs(mp2_ratio - 1) < 3e-3 and abs(shell - 1) < 0.01 and abs(expo_same + 2) < 0.01
show("Gc=400kF MP2 tail / (-(2/3) n/Gc^3)", mp2_ratio, "(ratio)", '.4f')
show("  same-spin tail / shell law", shell, "(ratio)", '.4f')
show("  same-spin exponent in Ecut", expo_same, "(number)", '.4f')

ax = np.arange(-60, 61)
r2 = (ax[:, None, None]**2 + ax[None, :, None]**2 + ax[None, None, :]**2).ravel().astype(float)
for R, tol in [(10.5, 0.05), (20.5, 0.02)]:
    sel = r2[(r2 > R * R) & (r2 <= 3600)]
    lat = np.sum(sel**-3) / (4 * pi / 3 * (R**-3 - 60.0**-3))
    assert abs(lat - 1) < tol
    show(f"cubic lattice sum/integral of G^-6, radius {R}", lat, "(ratio)", '.4f')

cuts = np.array([200.0, 300.0, 400.0])
Gs = np.sqrt(2 * cuts / HA)
for c, g in zip(cuts, Gs):
    print(f"Ecut = {c:.0f} eV = {c/HA:.5f} Ha, Gc = {g:.5f} 1/bohr, Gc/kF = {g/kF:.4f}")
E1, E2 = rpa_below(Gs[0]), rpa_below(Gs[1])
T1, T2 = ring_tail(Gs[0]), ring_tail(Gs[1])
assert abs((E2 - E1) - (T1 - T2)) < 1e-8
Einf = E2 + T2
pw = float(libxc.eval_xc('LDA_C_PW_RPA', np.array([n]), spin=0, deriv=1)[0][0])
assert abs(Einf - pw) < 3e-4           # accuracy of the parametrization
two_point = lambda a, b: (Gs[1]**3 * b - Gs[0]**3 * a) / (Gs[1]**3 - Gs[0]**3)
Eex = two_point(E1, E2)
B = -4 / 3 * n * 0.24 * kF**2
pred = -B * (Gs[1]**-2 - Gs[0]**-2) / (Gs[1]**3 - Gs[0]**3)
assert abs(Eex - Einf) < 0.03 * abs(T2)
assert abs((Eex - Einf) / pred - 1) < 0.2   # Gc^-7 terms are about a tenth of it here
for c, g, E, T in [(200, Gs[0], E1, T1), (300, Gs[1], E2, T2)]:
    lead = -4 / 3 * n / g**3
    D, X = pair_tails(g)
    show(f"RPA E({c} eV)", 1e3 * E, "mHa/electron", '.5f')
    print(f"  tail {1e3*T:.5f}, leading {1e3*lead:.5f}, with next {1e3*(lead+B/g**5):.5f} mHa/electron")
    print(f"  MP2 tail: direct {-500*n*D:.5f}, exchange {250*n*X:.5f}, sum {n*(250*X-500*D):.5f} mHa/electron")
    print(f"  MP2 law: leading {500*lead:.5f}, with shell {500*(lead+n*36/35*kF/g**4):.5f} mHa/electron")
print(f"RPA limit = {1e3*Einf:.5f} mHa/electron = {Einf*HA:.5f} eV/electron")
show("Perdew-Wang RPA parametrization", 1e3 * pw, "mHa/electron", '.3f')
show("RPA two-point extrapolation", 1e3 * Eex, "mHa/electron", '.5f')
print(f"  residual {1e3*(Eex-Einf):.5f}, predicted {1e3*pred:.5f} mHa/electron")
print(f"  error at 300 eV {-1e3*T2*HA:.3f} meV, extrapolated {1e3*(Eex-Einf)*HA:.3f} meV per electron")

# ---- two electrons in a harmonic trap
w = 0.5
mm = np.arange(1, 200001, dtype=float)
cm = 2 / pi * np.cumprod((2 * mm - 1) / (2 * mm)) / (2 * mm * (2 * mm + 1))
cd = cm * (1 - 2 * 0.25**mm)
rest = 2 / pi / (6 * pi**0.5) * (mm[-1] + 0.5)**-1.5
closed = -2 / pi * (np.log(2) - pi / 2 + 1 - 2 * np.log(2 / (1 + 3**0.5 / 2)) + 2 * (pi / 3 - 1))
assert abs(-(cd.sum() + rest) - closed) < 1e-11
trap_E = lambda G: -np.sum(cd * gammainc(mm + 0.5, G * G / (2 * w))**2)
def trap_tail(G):
    Q = gammaincc(mm + 0.5, G * G / (2 * w))
    return -(np.sum(cd * Q * (2 - Q)) + rest)

r, wr = gl(0, 40, 30, 40)
def second_order(pot, a):              # explicit sum over radial s states, spacing 2 m w
    st = [eval_genlaguerre(m, 0.5, a * r * r) * np.exp(-a * r * r / 2) for m in range(46)]
    st = [s / np.sqrt(np.sum(wr * r * r * s * s)) for s in st]
    return -sum(np.sum(wr * r * r * st[m] * pot * st[0])**2 / (2 * m * w) for m in range(1, 46))
Gt = 3.0
q, wq = gl(0, Gt, 30, 6)
hartree = 2 / pi * np.sum(wq * np.exp(-q * q / (4 * w)) * np.sinc(q * r[:, None] / pi), axis=1)
states = second_order(2 / pi * sici(Gt * r)[0] / r, w / 2) - 2 * second_order(hartree, w)
assert abs(states - trap_E(Gt)) < 1e-9
show("trap w", w, "Ha")
print(f"Gc={Gt} 1/bohr: real-space states {1e3*states:.6f}, series {1e3*trap_E(Gt):.6f} mHa")

r, wr = gl(0, 20, 20, 50)              # first-order pair function psi0*f of the relative motion
def fprime(s):
    x = w * s * s / 2
    d = np.where(x < 1, gammainc(1, x) - gammainc(1.5, x), gammaincc(1.5, x) - gammaincc(1, x))
    return np.exp(x) * d / (w * s * s)
t, wt = gl(0, 1, 50)
f = r * np.sum(wt * fprime(r[:, None] * t), axis=1)
rho = wr * r * r * np.exp(-w * r * r / 2)
rho /= rho.sum()
assert abs(np.sum(rho * (1 / r - np.sum(rho / r)) * f) + cm.sum() + rest) < 1e-9
for qq, tol in [(15.0, 6e-3), (30.0, 1.5e-3)]:
    amp = 4 * pi / qq * np.sum(wr * r * np.exp(-w * r * r / 4) * f * np.sin(qq * r)) / (-4 * pi / qq**4)
    assert abs(amp - 1) < tol
    show(f"pair amplitude / (-4pi/q^4), q={qq} 1/bohr", amp, "(ratio)", '.5f')

contact = (w / (2 * pi))**1.5
a1 = 1.5 * np.sqrt(2 * w / pi)
rat = lambda G: trap_tail(G) / (-8 / 3 * contact / G**3)
lim = 2 * rat(100.) - rat(50.)
a_num = 2 * (rat(100.) - 1) * 100 - (rat(50.) - 1) * 50
assert abs(lim - 1) < 1e-3 and abs(a_num / a1 - 1) < 2e-3
show("trap int n_up n_down", contact, "bohr^-3")
show("trap tail / leading law, Gc -> inf", lim, "(ratio)", '.5f')
print(f"trap 1/Gc coefficient: numerical {a_num:.5f}, theory {a1:.5f} 1/bohr")
Et = np.array([trap_E(g) for g in Gs])
for c, g, E in zip(cuts, Gs, Et):
    lead = -8 / 3 * contact / g**3
    show(f"trap MP2 E({c:.0f} eV)", 1e3 * E, "mHa", '.5f')
    print(f"  tail {1e3*(closed-E):.5f}, leading {1e3*lead:.5f}, with shell {1e3*lead*(1+a1/g):.5f} mHa")
e2 = two_point(Et[0], Et[1])
e3 = np.linalg.solve(np.stack([Gs**0, Gs**-3, Gs**-4], 1), Et)[0]
assert abs(e2 - closed) < 0.2 * abs(closed - Et[1]) and abs(e3 - closed) < abs(e2 - closed) / 3
print(f"trap limit = {1e3*closed:.5f} mHa = {closed*HA:.5f} eV")
print(f"trap two-point (200,300) {1e3*e2:.5f} mHa, residual {1e3*(e2-closed):.5f} mHa")
print(f"trap three-point with Ecut^-2 {1e3*e3:.5f} mHa, residual {1e3*(e3-closed):.5f} mHa")
print("verified")
```

Printed output:

```
cusp slope from inverse transform = 0.5000000 1/bohr
gas rs = 2 bohr
gas n = 0.0298416 bohr^-3
gas kF = 0.959579 1/bohr
Gc=4kF: Monte Carlo/quadrature direct 1.0017, exchange 1.0021 (ratios)
Monte Carlo <p>/kF = 1.0293, <p^2>/kF^2 = 1.2019
Gc=40kF RPA tail / leading law = 1.000150 (ratio)
  kF^2/Gc^2 coefficient (theory 6/25) = 0.2399 (number)
  exponent in Ecut = -1.5001 (number)
  higher rings / third-order law = 1.0005 (ratio)
Gc=400kF MP2 tail / (-(2/3) n/Gc^3) = 0.9981 (ratio)
  same-spin tail / shell law = 1.0023 (ratio)
  same-spin exponent in Ecut = -2.0008 (number)
cubic lattice sum/integral of G^-6, radius 10.5 = 0.9800 (ratio)
cubic lattice sum/integral of G^-6, radius 20.5 = 0.9985 (ratio)
Ecut = 200 eV = 7.34986 Ha, Gc = 3.83402 1/bohr, Gc/kF = 3.9955
Ecut = 300 eV = 11.02480 Ha, Gc = 4.69570 1/bohr, Gc/kF = 4.8935
Ecut = 400 eV = 14.69973 Ha, Gc = 5.42213 1/bohr, Gc/kF = 5.6505
RPA E(200 eV) = -61.08513 mHa/electron
  tail -0.71602, leading -0.70599, with next -0.71660 mHa/electron
  MP2 tail: direct -0.71713, exchange 0.45096, sum -0.26616 mHa/electron
  MP2 law: leading -0.35299, with shell -0.28484 mHa/electron
RPA E(300 eV) = -61.41315 mHa/electron
  tail -0.38800, leading -0.38429, with next -0.38814 mHa/electron
  MP2 tail: direct -0.38827, exchange 0.23247, sum -0.15579 mHa/electron
  MP2 law: leading -0.19215, with shell -0.16185 mHa/electron
RPA limit = -61.80115 mHa/electron = -1.68170 eV/electron
Perdew-Wang RPA parametrization = -61.797 mHa/electron
RPA two-point extrapolation = -61.80500 mHa/electron
  residual -0.00384, predicted -0.00423 mHa/electron
  error at 300 eV 10.558 meV, extrapolated -0.105 meV per electron
trap w = 0.5 Ha
Gc=3.0 1/bohr: real-space states -46.097252, series -46.097252 mHa
pair amplitude / (-4pi/q^4), q=15.0 1/bohr = 1.00448 (ratio)
pair amplitude / (-4pi/q^4), q=30.0 1/bohr = 1.00111 (ratio)
trap int n_up n_down = 0.0224484 bohr^-3
trap tail / leading law, Gc -> inf = 0.99969 (ratio)
trap 1/Gc coefficient: numerical 0.84587, theory 0.84628 1/bohr
trap MP2 E(200 eV) = -48.22696 mHa
  tail -1.47587, leading -1.06216, with shell -1.29661 mHa
trap MP2 E(300 eV) = -48.96327 mHa
  tail -0.73956, leading -0.57817, with shell -0.68237 mHa
trap MP2 E(400 eV) = -49.24259 mHa
  tail -0.46024, leading -0.37553, with shell -0.43414 mHa
trap limit = -49.70283 mHa = -1.35248 eV
trap two-point (200,300) -49.84285 mHa, residual -0.14002 mHa
trap three-point with Ecut^-2 -49.67647 mHa, residual 0.02636 mHa
verified
```
